# Why hybrid-improper switching can turn a tilt instead of suppressing it

**Question.** In a hybrid improper ferroelectric the polarization exists because two non-polar distortions of the oxygen cages are present together. Reversing the polarization requires reversing one of them. The obvious way is to shrink that distortion to zero and let it grow back with the opposite sign. Why might the crystal turn the distortion through a symmetry-equivalent direction instead, and what decides between the two routes?

**Answer.**

### A sign and a vector

Consider one bilayer of a double-layer Ruddlesden–Popper perovskite, that is, two connected sheets of oxygen octahedra. Three kinds of displacement matter.

- The octahedra rotate about the layer normal by an amount $r$, alternating in sense between neighbouring cages.
- They tilt about an in-plane axis. The tilt is described by a vector $\mathbf d=(d_1,d_2)$ that points along the in-plane displacement of the apical oxygen shared by the two sheets. It also alternates from cage to cage.
- Ions shift uniformly in the plane by a polar mode $\mathbf p=(p_1,p_2)$, which carries the polarization.

The lengths $|r|$, $d$ and $p$ are mode amplitudes: each is the square root of the summed squared displacements of the ions in one formula unit. A single oxygen therefore moves by less than $d$ or $|r|$.

The rotation axis is fixed by the layer. I assume that the two sheets rotate together, so $r$ is a single signed number. A continuous change from $r$ to $-r$ must pass through $r=0$. The tilt is a vector in a plane. It can go from $\mathbf d$ to $-\mathbf d$ through zero, but it can also go around zero while keeping most of its length.

The first route gives up the energy gained when the distortion formed, its condensation energy. The second pays for pointing the distortion in unfavourable directions, its anisotropy energy. These come from different terms of the energy, so they can differ greatly in size.

### What symmetry allows

Take axes 1 and 2 along the easy tilt directions, which a fourfold rotation interchanges. Three operations suffice:

- a quarter turn sends $(d_1,d_2)\to(-d_2,d_1)$ and $(p_1,p_2)\to(-p_2,p_1)$, leaving $r$ unchanged;
- a mirror reversing axis 1 changes the signs of $d_1$, $p_1$ and $r$, the last because $r$ is a rotation about an axis lying in the mirror;
- a translation by one cage changes the signs of $\mathbf d$ and $r$, because both alternate, and leaves $\mathbf p$ unchanged.

Now examine the products $r d_i p_j$. The mirror changes the sign of $r d_1p_1$ and $r d_2p_2$, so both are forbidden. It preserves $r d_1p_2$ and $r d_2p_1$. The quarter turn sends $d_1p_2$ to $-d_2p_1$ and $d_2p_1$ to $-d_1p_2$, so the surviving combination is $r(d_1p_2-d_2p_1)$.

The same operations leave four quartic terms in $\mathbf d$ and $r$. With $d^2=d_1^2+d_2^2$, the energy per formula unit is

$$
\begin{aligned}
F={}&-\tfrac12a_dd^2+\tfrac14b_dd^4+Kd_1^2d_2^2-\tfrac12a_rr^2+\tfrac14b_rr^4\\
&+\tfrac12c\,d^2r^2+\tfrac12\kappa p^2-\gamma r(d_1p_2-d_2p_1).
\end{aligned}
$$

This is a static, fourth-order model of a uniform bilayer. The polar mode is harmonic and stable by itself ($\kappa>0$), strain has relaxed, and neighbouring bilayers are uncoupled. The sign of $\gamma$ is a convention for the sense of positive $r$; I take $\gamma>0$. I also take $K>0$, which makes the axes easy and the diagonals hard.

### The polarization follows the turn

At a given tilt and rotation, the polar mode settles where its derivatives vanish:

$$
\kappa p_1+\gamma r d_2=0,\qquad \kappa p_2-\gamma r d_1=0,
$$

so

$$
\mathbf p=\frac{\gamma r}{\kappa}(-d_2,d_1).
$$

Reversing either $r$ or $\mathbf d$ reverses $\mathbf p$; reversing both leaves it unchanged. The polarization is perpendicular to $\mathbf d$ and turns with it.

Put this back into $F$. The elastic term becomes $+\gamma^2r^2d^2/(2\kappa)$ and the trilinear term becomes $-\gamma^2r^2d^2/\kappa$. Their sum is $-\gamma^2r^2d^2/(2\kappa)$, which changes the coupling $c$ to

$$
C=c-\frac{\gamma^2}{\kappa}.
$$

The hybrid energy gain depends on the lengths of the distortions and not on the direction of $\mathbf d$. Turning therefore does not switch off the mechanism that makes the crystal polar. Suppressing either distortion does.

### The cost of each tilt direction

Let $\mathbf d=d(\cos\varphi,\sin\varphi)$ and define $s=\sin^2\varphi$, $X=d^2$, $Y=r^2$. Since $d_1^2d_2^2=X^2s(1-s)$,

$$
F=-\tfrac12a_dX-\tfrac12a_rY+\tfrac14[b_d+4Ks(1-s)]X^2+\tfrac14b_rY^2+\tfrac12CXY.
$$

The amplitudes should be free to adjust at each direction; holding them fixed would overstate the barrier. Minimizing over $Y$ gives

$$
Y=\frac{a_r-CX}{b_r}.
$$

The terms containing $Y$ then add up to $-(a_r-CX)^2/(4b_r)$. Expanding this square and collecting powers of $X$,

$$
F=-\frac{a_r^2}{4b_r}-\frac{A}{2}X+\frac{B+4Ks(1-s)}{4}X^2,
$$

$$
A=a_d-\frac{Ca_r}{b_r},\qquad B=b_d-\frac{C^2}{b_r}.
$$

Here $A$ is the strength of the tilt instability when the rotation is already present, and $B$ is the stiffness that limits the tilt when the rotation can respond. I assume $A>0$, $B>0$ and a positive $Y$ along the path, so that both distortions coexist.

Minimizing over $X$ gives $X=A/[B+4Ks(1-s)]$. The energy gained relative to the state with no tilt and relaxed rotation is

$$
W(s)=\frac{A^2}{4[B+4Ks(1-s)]}.
$$

This is the condensation energy of the tilt in direction $\varphi$. On an easy axis ($s=0$) it equals the full cost of suppressing the tilt:

$$
E_d=\frac{A^2}{4B}.
$$

Along the turn, $s(1-s)$ is largest on the diagonal, $s=1/2$, where the denominator contains $B+K$. The turning barrier is the difference between the two gains:

$$
U=\frac{A^2}{4}\left(\frac1B-\frac1{B+K}\right)=E_d\frac{K}{K+B}.
$$

For any finite positive $K$ this is smaller than $E_d$. In this model, with equivalent axes, turning the tilt is always cheaper than suppressing it.

The formula also shows what the turn gives up. Since $W=AX/4$, the fraction of condensation energy lost equals the fraction of $d^2$ lost. At the barrier top,

$$
\frac{d_{\rm top}^2}{d_0^2}=\frac{B}{B+K},
$$

where $d_0^2=A/B$ is the ground-state value. For $K\ll B$ the length hardly changes and $U\approx KA^2/(4B^2)=Kd_0^4/4$, a pure anisotropy barrier. For $K\gg B$ the tilt nearly vanishes on the diagonal and $U$ approaches $E_d$. Turning and suppression are thus two ends of one continuous range, and $K/B$ says where a crystal lies in it.

### The competing route through zero rotation

The polarization can also reverse by reversing $r$ while the tilt stays on its easy axis. The energy has the same form with the two distortions exchanged, and $K$ drops out because $d_2=0$. Exchanging the labels in $E_d$ gives

$$
E_r=\frac{(a_r-Ca_d/b_d)^2}{4(b_r-C^2/b_d)},
$$

provided the bracket in the numerator is positive. Nothing proved so far makes $U$ smaller than $E_r$. If $E_r\ge E_d$, turning wins because $U<E_d$. If $E_r<E_d$, the condition $U<E_r$ reads

$$
KE_d<E_r(K+B),
$$

and hence

$$
K<K_c=\frac{BE_r}{E_d-E_r}.
$$

This is the reason for the word "might" in the question. With equivalent axes, turning always beats suppression of the same tilt. If the partner distortion is cheaper to suppress than the tilt, however, turning wins only when the anisotropy is small enough.

### Why the path avoids zero tilt

A barrier top on a lowest path is a saddle with one unstable direction, the direction of travel. At $\mathbf d=0$ with relaxed rotation, the energy to second order in the tilt is $-A(d_1^2+d_2^2)/2$. It falls in two independent directions, so a path through that point can be lowered by moving it sideways. The point is a hilltop in the tilt plane, and the turning path goes around it.

At $r=0$ with the tilt on axis 1, the curvature along $r$ is $-(a_r-Ca_d/b_d)$, which is negative. The curvature along $d_2$ is $-a_d+b_dd_1^2+2Kd_1^2$. Since $d_1^2=a_d/b_d$ there, this equals $2Kd_1^2>0$. Within the model the point is a true saddle, because $r$ has no second component through which to escape. This relies on the two sheets rotating together. In a real bilayer they can also rotate in opposite senses. If that pattern is itself unstable at $r=0$, the sheets can reverse one after the other at a cost below $E_r$.

### A worked case

The following round parameters give amplitudes and a polarization of roughly the size found in double-layer titanates, without representing a particular compound. The anisotropy $K$ is chosen small to illustrate a cheap turn and is not a value determined for these materials:

- $a_d=500$ and $a_r=400$ meV/Å$^2$;
- $b_d=b_r=500$, $c=200$ and $K=60$ meV/Å$^4$;
- $\gamma=400$ meV/Å$^3$ and $\kappa=2000$ meV/Å$^2$.

The effective coupling is $C=200-400^2/2000=120$ meV/Å$^4$. Then

$$
A=500-\frac{120\times400}{500}=404\ \text{meV/Å}^2,
$$

$$
B=500-\frac{120^2}{500}=471.2\ \text{meV/Å}^4.
$$

The ground state has $d_0=\sqrt{404/471.2}=0.926$ Å and $r_0=0.771$ Å. The polar displacement is $p_0=400\times0.771\times0.926/2000=0.143$ Å. With a mode charge of $6e$ and a volume of 0.15 nm$^3$ per formula unit, the polarization is 9.15 uC/cm2.

The three costs per formula unit are

$$
E_d=\frac{404^2}{4\times471.2}=86.6\ \text{meV},
$$

$$
E_r=\frac{(400-120)^2}{4\times471.2}=41.6\ \text{meV},
$$

$$
U=86.6\times\frac{60}{60+471.2}=9.8\ \text{meV}.
$$

Turning costs 11% of tilt suppression and 24% of rotation suppression. At the barrier top the tilt is still 0.872 Å long, so 89% of $d^2$ survives, and with it 89% of the tilt's condensation energy. The rotation grows slightly, to 0.786 Å, because a smaller tilt competes with it less. The polar displacement is still 0.137 Å long, but points along a diagonal. With all lengths frozen, the barrier would be 11.0 meV; relaxation removes about a tenth of that.

A full reversal consists of two quarter turns. Between them the bilayer rests in a twin state of equal energy, with its polarization perpendicular to both the initial and final directions.

The crossover anisotropy is $K_c=471.2\times41.6/(86.6-41.6)\approx436$ meV/Å$^4$, about seven times the chosen $K$. Beyond it, the rotation would reverse through zero instead.

A search over the tilt plane, with the sense of rotation kept but no path shape assumed, gave a barrier of 9.80 meV, in agreement with $U$ within the grid's resolution. A search for stationary points from 500 random starts found saddles with one unstable direction at just two energies, $U$ and $E_r$.

### When the directions are not equivalent

Suppose a substrate or a fixed strain makes axis 2 less favourable, adding $\tfrac12hd_2^2$ with $h>0$. Because $d_2^2=Xs$, this replaces $A$ by $A-hs$ in the condensation energy:

$$
W(s)=\frac{(A-hs)^2}{4[B+4Ks(1-s)]}\qquad(hs<A).
$$

The twin at $s=1$ remains a resting place only if $W$ rises as $s$ approaches 1. The logarithmic derivative there is $-2h/(A-h)+4K/B$, so the condition is

$$
h<\frac{2KA}{B+2K}\approx82\ \text{meV/Å}^2.
$$

At $h=100$ meV/Å$^2$ the twin has become the top of the barrier. The cost is $86.6-304^2/(4\times471.2)=37.6$ meV, nearly four times the symmetric value and only a little below $E_r$. The route through $r=0$ is unaffected by $h$, since it keeps $d_2=0$. It becomes the cheaper one when $(A-h)^2/(4B)$ falls below $E_d-E_r=45.0$ meV, which happens near $h=113$ meV/Å$^2$.

If $h$ reaches $A=404$ meV/Å$^2$, the transverse tilt is no longer unstable at $\mathbf d=0$. That point then has one unstable direction, and the best tilt route really does pass through zero. At $h=450$ meV/Å$^2$ the path search returned 86.6 meV, the full suppression cost. Near-equivalence of the directions is therefore essential to the cheap turn: a small quartic anisotropy is of little use if a large quadratic term penalizes the intermediate direction.

### What an electric field changes

Let the field have magnitude $|E|$ and oppose an initial polarization along $+2$. It adds $Q|E|p_2$ to the energy, where $Q=6e$ is the mode charge. At 0.3 MV/cm the force on the polar mode is 18 meV/Å. To first order, each barrier falls by this force times the decrease in $p_2$ between the starting state and the barrier top.

For the first quarter turn, $p_2$ falls from 0.143 to $0.137/\sqrt2=0.097$ Å, which predicts a reduction of 0.8 meV. The computed barrier is 9.0 meV. Along the rotation route $p_2$ falls to zero, the reduction is about 2.5 meV, and the barrier becomes 39.1 meV. The order is unchanged.

A different question is when the uniform state loses stability altogether, with no thermal help. An exactly antiparallel field exerts no torque on $\mathbf p$. With the field present, $p_2=(\gamma r d_1-Q|E|)/\kappa$, and equilibrium in $d_1$ at $d_2=0$ requires

$$
d_1(-a_d+b_dd_1^2+Cr^2)+\frac{Q|E|\gamma r}{\kappa}=0.
$$

The curvature for turning is the same bracket plus $2Kd_1^2$, namely

$$
2Kd_1^2-\frac{Q|E|\gamma r}{\kappa d_1}.
$$

It vanishes when

$$
Q|E|=\frac{2K\kappa d_1^3}{\gamma r},
$$

with $d_1$ and $r$ taken in the field. For $K=60$ meV/Å$^4$ this condition is not reached first: at 8.0 MV/cm the amplitudes themselves become unstable while the tilt direction is still stable. With $K=20$ meV/Å$^4$ and all else fixed, directional instability comes first, at 3.5 MV/cm. A lower barrier for turning therefore does not imply that turning is what ends the uniform state in a perfectly aligned field. The barrier compares energies at distant saddles; the stability limit concerns curvature at the starting point.

### How far the numbers carry over to a real layer

Polarizations of several to about ten uC/cm2 and switching fields of the order of 0.1 MV/cm are typical, as rough figures, of double-layer titanates. The model's polarization is in that range. Its uniform stability limit is not: in an exactly opposed field it is 8 MV/cm, which is tens of times larger and also exceeds the rough breakdown field of 1 MV/cm used here for comparison. A field misaligned by a few degrees or more exerts enough torque to lower this limit: it is 7.2 MV/cm at 5 degrees, about 2.6 MV/cm at 45 degrees and about 2.3 MV/cm at its lowest, near 67 degrees. From 45 to 90 degrees the instability produces only a quarter turn into the twin, not a full reversal. The model assumes uniform reversal, whereas real layers reverse through nuclei and moving domain walls. The barriers therefore suggest which local distortion path is favoured; they do not give the coercive field.

Four other omissions can be sized with the same parameters.

**Clamped strain.** If the lattice cannot follow the tilt, a quarter turn leaves it with the wrong shear. For a rough modulus of 100 GPa and a spontaneous shear of 0.3%, reversed by the turn, the mismatch energy is 1.7 meV at the twin. Counting this shear alone, the turning barrier rises to 10.2 meV. A diagonal tilt also favours a second shear, proportional to $d_1d_2$, which would raise the barrier somewhat further and is not included.

**Neighbouring bilayers.** Let neighbours stay fixed and favour parallel polarization with an energy equal to 10% of the hybrid gain, or 2.0 meV. This adds $2.0(1-\cos\varphi)$ meV. The second quarter turn then has the higher top, about 13 meV above the start, compared with about 44 meV for the $r=0$ state. A direct coupling between tilts in adjacent bilayers is not included.

**Temperature.** At 300 K the thermal energy is 25.9 meV, larger than $U$ for one formula unit. A single cell would not hold its direction; stability comes from many cells acting together. In a simple activated-rate estimate with a one-second wait, and no boundary energy, roughly 70 cells could turn together but fewer than 20 could suppress $r$ together. Warming also weakens the instabilities. If $a_d$ and $a_r$ shrink by the same factor, $A$ and the corresponding drive for $r$ shrink by that factor too, so all three barriers fall by its square and their ratios stay fixed. Unequal softening can change the order.

**Tunnelling.** With the mass of oxygen for the moving mode, the estimated crossover from thermal to quantum passage for the turning route is 9 K, far below the temperature of use.

None of these four estimates reverses the order of the routes in the example. The choice depends on the anisotropy $K$, the inequivalence $h$, the relative strength of the two instabilities, and whether the two sheets can reverse their rotations separately. These must be determined for the actual crystal and its substrate before a turning path is assumed. The numerical output below gives most of the values used here.

## Computed results

```
Energies are per formula unit of one bilayer
a_d, a_r: 500, 400 meV/A^2
b_d, b_r, c, K: 500, 500, 200, 60 meV/A^4
gamma: 400 meV/A^3; kappa: 2000 meV/A^2
mode charge: 6 e; volume: 0.15 nm^3
invariants, quartic and trilinear: 4, 1
effective coupling C: 120.0 meV/A^4
tilt drive A: 404.0 meV/A^2
relaxed tilt stiffness B: 471.2 meV/A^4
ground tilt d0: 0.926 A
ground rotation r0: 0.771 A
ground polar mode p0: 0.143 A
polarization: 9.15 uC/cm2
hybrid energy gain at ground amplitudes: 20.38 meV
tilt suppression E_d: 86.60 meV
rotation suppression E_r: 41.60 meV
turning, fixed amplitudes: 11.03 meV
turning, relaxed U: 9.78 meV
U/E_d: 0.113
U/E_r: 0.235
tilt at turning saddle: 0.872 A
squared tilt retained at saddle: 0.887
rotation r at turning saddle: 0.786 A
polar mode length at turning saddle: 0.137 A
critical anisotropy K_c: 435.6 meV/A^4
unstable directions (turn, d=0, r=0): [1, 2, 1]
grid path barrier at h=0 meV/A^2: 9.80 meV
grid path barrier at h=100 meV/A^2: 37.57 meV
grid path barrier at h=450 meV/A^2: 86.60 meV
reversed working field: 0.3 MV/cm
first turning barrier in field: 8.98 meV
rotation suppression barrier in field: 39.06 meV
uniform stability limit: 7.99 MV/cm, by amplitude
limit at K=20 meV/A^4: 3.49 MV/cm, by direction
rough breakdown field, input: 1.0 MV/cm
rough modulus and shear: 100 GPa, 0.3 %
clamped strain energy after 90 degree turn: 1.69 meV
turning barrier with clamped strain: 10.22 meV
neighbour coupling, input fraction: 0.10
neighbour coupling energy: 2.04 meV
highest turning barrier with neighbours: 13.27 meV
r=0 state cost with neighbours: 43.63 meV
temperature: 300 K
thermal energy: 25.85 meV
cells turning together for 1 s wait: 73
cells suppressing r together for 1 s wait: 17
tunnelling crossover, oxygen mass: 9.0 K
```
